Why Local-Field Ionization Misplaces Ion Production in a Cathode Fall

**What goes wrong**

A fluid model that takes its ionization rate from the local electric field places ions too close to the cathode and makes none in the field-free glow. In the example worked below, a third of all ions are made in the glow, and the local rule has no place for them. The error enters the space charge, the ion current returning to the cathode and the plasma density of the glow. It cannot be cured by a better table of coefficients, because it remains when the table is derived from the very collisions used in the reference calculation.

The reason is that an electron ionizes according to the energy it carries, and that energy was collected upstream. A local coefficient replaces this history by the field at the point of ionization. The replacement is sound where the field changes little while the electron energies adjust, provided the avalanche has also had room to settle since leaving the cathode. A cathode fall violates the second condition at its start and the first at its end.

**The model and its conventions**

The algebra uses atomic units, so the electron charge has magnitude 1 and a potential drop equals the energy gained across it. Numerical energies are in eV and lengths in angstrom. The cathode is at x = 0, and x increases toward the glow. The force on an electron, counted positive toward the glow, is

F(x) = F0 (1 − x/d) for x < d, and F = 0 for x ≥ d.

Its integral over the fall is V = F0 d/2, so F0 = 2V/d. The energy supplied by the field between the cathode and x is

U(x) = V [1 − (1 − x/d)²] for x ≤ d.

The field is prescribed and steady. Electrons move forward, lose energy continuously, and are born with zero energy, both at the cathode and in ionizing collisions. Below the threshold I they lose nothing. Above it, u = ε − I is the excess energy, and

du/dx = F − u/λ,  k = u/(λW).

Here λ is the energy relaxation length, k is the number of ionizations per unit length, and W is the energy spent per ionization, including the share that goes into excitation. The loss u/λ equals Wk, so all lost energy is accounted for. Recombination is neglected and the glow is taken as long. All fluxes and sources are per electron emitted by the cathode.

**What one energetic electron does**

An electron from the cathode reaches threshold at x1, where U(x1) = I:

x1 = d [1 − √(1 − I/V)].

From there its excess energy starts at zero. For a linear force, try the particular solution u = λF + C with constant C. Its derivative is −λF0/d, while F − u/λ = −C/λ, so C = λ²F0/d. Adding the homogeneous solution, proportional to exp(−x/λ), and imposing u(x1) = 0 gives

u(x) = λF(x) + λ²F0/d − [λF(x1) + λ²F0/d] exp[−(x − x1)/λ].

The first term is the energy at which gain and loss would balance in the local field. The second is the lag: in a falling field it raises the electron above the energy of local balance. The last term is the memory of the start, which lowers the energy and at first outweighs the lag. At the edge, F = 0 and the local balance energy vanishes, but u(d) does not.

In the example V = 400 eV, d = 1.0×10⁷ angstrom, λ = 3.0×10⁶ angstrom, I = 15 eV and W = 30 eV. These are round model parameters and stand for no particular gas. They give F0 = 8.0×10⁻⁵ eV/angstrom and x1 = 1.89×10⁵ angstrom. The lag term is

λ²F0/d = (9.0×10¹²)(8.0×10⁻⁵)/(1.0×10⁷) = 72 eV.

The bracket is 235.5 + 72 = 307.5 eV, and the exponential is exp(−3.27) = 0.038, so the memory term removes 11.7 eV. The excess energy at the edge is 60.3 eV and the full energy is 75.3 eV, or 2.77 hartree. The electron has spent about 325 eV on the way, enough for 325/30 ≈ 11 ionizations, and it enters a region of zero field still able to ionize.

**A local coefficient from the same collisions**

For a fair comparison the local coefficient must come from the same electrons. Let k(x; x′) be the ionization rate at x of an electron born at x′. Adding the cathode electron and all later ones gives the source

S(x) = k(x; 0) + ∫₀ˣ S(x′) k(x; x′) dx′.

In a uniform field k depends only on the distance s = x − x′. It is zero up to s = I/F, where threshold is reached. Beyond that u = λF{1 − exp[−(s − I/F)/λ]}, and therefore

k(s) = (F/W){1 − exp[−(s − I/F)/λ]}.

Far from the cathode the source grows as exp(αx), while the cathode electron's own term stays bounded and drops out. Inserting the exponential and dividing by it leaves

1 = ∫₀^∞ k(s) exp(−αs) ds = (F/W) exp(−αI/F) [1/α − 1/(α + 1/λ)].

The square bracket equals 1/[α(1 + αλ)], so

α(1 + αλ) = (F/W) exp(−αI/F).

The left side rises with α and the right side falls, so there is one positive root. It obeys α < F/W and vanishes with the field. At F = F0/2 the root is 4.665×10⁻⁷ per angstrom, and the growth found by following the electrons in that uniform field agrees with it to the digits printed. The coefficient is thus correct for the situation that defines it.

The local model applies this coefficient point by point. With Γ the electron flux,

dΓ/dx = α(F(x)) Γ,  S_local = α(F(x)) Γ.

**The term that the local rule drops**

The sum over all electrons can be written as a pair of flux equations. Let H be the flux of excess energy and Γ_a the flux of electrons that have passed threshold. Such electrons stay above threshold, because at u = 0 the force can only raise u. Newcomers arrive with u = 0 and add nothing to H at that instant. Summing the single-electron equation therefore gives

dH/dx = F Γ_a − H/λ,  dΓ/dx = S = H/(λW).

Electrons below threshold lose no energy, so those crossing it at x were born at the point x_b where U(x_b) = U(x) − I. Hence Γ_a(x) = Γ(x_b), and Γ_a = 0 before x1. Two delays are now visible: the threshold delays the moment at which an electron counts, and λ delays the response of its energy to the field.

The second delay is clearest for I = 0, where Γ_a = Γ. Substituting H = λW dΓ/dx into the first equation gives

λW Γ″ + W Γ′ = F Γ.

Define the actual ionization coefficient a = Γ′/Γ. Then Γ″/Γ = a′ + a², and division by WΓ yields

a + λa² + λa′ = F/W.

For I = 0 the local coefficient obeys α + λα² = F/W. The local rule therefore omits one term, λa′. Subtracting the two equations shows what this term does:

a′ = (α − a)[1 + λ(α + a)]/λ.

The actual coefficient chases the local one over a distance λ/[1 + λ(α + a)]. This is shorter than λ because an avalanche keeps adding young electrons with a short history. At the cathode a starts from zero, since no electron has gained energy yet, while α has its largest value. Farther on α falls, a overtakes it, and from then on a lags behind on the high side. Both halves of the misplacement follow: too much local ionization near the cathode, too little near the glow.

If the variation is slow, write a = α + δ and keep the first order in the gradient. The terms λδ² and λδ′ are of higher order, and (1 + 2λα)δ + λα′ = 0 remains, so

a ≈ α − λα′/(1 + 2λα).

In a falling field α′ < 0 and the correction is positive. With λ reduced to 3.0×10⁵ angstrom and I = 0, the local coefficient at x = d/2 is 1.021×10⁻⁶ per angstrom, the corrected one 1.052×10⁻⁶, and the one found by following the electrons 1.051×10⁻⁶. The correction matches the true difference to within a few percent of that difference.

The same formula shows where the local rule must fail. Close to the edge α is proportional to F, so |α′|/α = 1/(d − x). Where λα is small, as it is in the last relaxation length for the short λ just used, the relative correction is about λ/(d − x). It reaches unity about one relaxation length before the edge, so the local coefficient fails there. The corrected coefficient does not fail with it. With a linear force δ ≈ λF0/(dW) is nearly constant, and the dropped terms are smaller than δ by a few times λ²F0/(dW), which is 0.024 here. The corrected value lies 4% above the actual one at d − λ and 10% above it at the edge. For λ = 3.0×10⁶ angstrom that parameter is 2.4, and the expansion does break down close to the edge. When λα is not small, the correction is weaker and reaches unity closer to the edge. Once the fall is several relaxation lengths wide, widening it further at fixed V reduces the share of ions made in this strip but does not remove the strip.

Integrating the equation for a from the cathode to the far glow adds a constraint. The term λa′ integrates to zero because a vanishes at both ends, which leaves

∫(a + λa²) dx = V/W.

The local coefficient satisfies the same relation, since it obeys α + λα² = F/W at every point. For I = 0 both descriptions thus share this integral and differ in how they distribute it. The total ion numbers need not agree, because ln Γ is the integral of a alone.

**Ionization in the glow**

Beyond d there is no force, and no further electron reaches threshold. The flux equation becomes dH/dx = −H/λ, and

S(x) = S(d) exp[−(x − d)/λ],  N_glow = λS(d) = H(d)/W.

The total H(d)/W does not depend on the linear loss law. For any law in which the loss is Wk, du/dx = −Wk in the glow, so an electron that slows down to threshold makes u(d)/W ions. The shape of the loss decides how far into the glow they lie.

No function α(F) can reproduce this source. The force is zero throughout the glow, so such a function offers one number, α(0). If that number is zero, nothing is ionized. If it is positive, the flux grows without end. The actual ratio S/Γ falls from 1.64×10⁻⁷ per angstrom at the edge to 0.46×10⁻⁷ at x = 1.3×10⁷ angstrom, while F does not change.

The limit of short relaxation separates the two delays. Rewrite the flux equation as H = λFΓ_a − λH′ and insert it into itself once:

H ≈ λFΓ_a − λ²(FΓ_a)′.

At the edge F = 0 and F′ = −F0/d, so H(d) ≈ λ²F0Γ_a(d)/d. With F0 = 2V/d,

N_glow ≈ 2(V/W)(λ/d)² Γ_a(d).

The glow yield disappears with λ even though the threshold is still present. In this model, then, glow ionization is due to delayed energy relaxation, while the threshold produces the dead space between the cathode and x1. The share of ions made in the glow is 0.2% for λ = 1.0×10⁵ angstrom, 1.5% for 3.0×10⁵, 11% for 1.0×10⁶ and 33% for 3.0×10⁶. The first step, a factor of 8 for a threefold λ, is close to the quadratic law. The later steps grow more slowly, since the quadratic law holds only in the limit of small λ/d.

**How large the error is**

The table lists sources in units of 10⁻⁷ ions per angstrom per emitted electron, with x in angstrom.

x: local source, beam source
5.0×10⁵: 10.1, 2.5
1.0×10⁶: 13.8, 6.2
5.0×10⁶: 96.0, 64.7
9.0×10⁶: 106.0, 143.3
1.0×10⁷: 0, 118.3
1.3×10⁷: 0, 43.5

Near the cathode the local source is too large by a factor of 4 at the first position and 2.2 at the second. The dead space contributes to this: the local model makes 0.15 ions before x1, where there should be none, and the cathode electron starts to build up excess energy only at x1. The finite relaxation length then delays the rise further. The actual coefficient overtakes the local one at x = 2.2×10⁶ angstrom. The source itself stays below the local source much longer, because it is multiplied by a flux that had a slower start.

The local model makes 79.2 ions, all in the fall. The beam calculation makes 71.2 in the fall and 35.5 in the glow, 106.7 in all. The glow number can be checked from the energy carried across the edge: 1064.7 eV/30 eV = 35.5. The local model is therefore 11% too high in the fall, relative to the beam value, and 26% too low in total. A comparison restricted to the ion number in the fall would make it look much better than it is.

The maximum of the source moves from 7.5×10⁶ to 8.6×10⁶ angstrom. The mean position of ion production moves from 6.34×10⁶ angstrom, inside the fall, to 9.04×10⁶ angstrom, close to its edge. The displacement is 2.70×10⁶ angstrom, or 5.10×10⁶ bohr, which is 27% of the width of the fall.

The cathode electron accounts for only 60.3/30 ≈ 2 of the 35.5 glow ions. The rest come from electrons born inside the fall. With the linear loss law the "beam" entering the glow is thus mostly a population of secondaries, and a source computed from cathode electrons alone would miss most of the effect.

**When energy loss weakens at high energy**

The linear law makes fast electrons lose energy ever faster. In a real gas the loss per unit length passes through a maximum and then decreases. A simple form with this property is

k = [u/(λW)]/[1 + (u/u_p)²].

Its loss Wk is largest at u = u_p, where it equals u_p/(2λ). For u_p = 100 eV this is 1.67×10⁻⁵ eV/angstrom, about a fifth of F0. Over most of the fall the force exceeds the largest possible loss, and an electron above threshold has no energy at which gain and loss balance. A growth coefficient in a uniform field still exists, because new slow electrons keep renewing the population, but it does not describe the energy of any one electron.

The cathode electron now arrives at the edge with 277 eV instead of 75 eV. The fall produces 22.8 ions and the glow 27.2, so 54% of the ions are made in the glow. The total is smaller because electrons at high energy ionize less per unit length. The cathode electron makes about (400 − 277)/30 ≈ 4 ions in the fall instead of 11, so fewer secondaries are there to gain energy from the field. The cathode electron's share of the glow ions rises to (277 − 15)/30 ≈ 8.7 out of 27.2. Ionization in the glow is thus no product of the linear law, and in this example a loss that weakens at high energy raises its share.

**What to do about it**

Before using local coefficients, compare λ with the distance over which the field changes. In a linear fall that distance is d − x, and the last relaxation length before the glow fails the comparison. Passing it is not enough near the cathode: even in a uniform field the actual coefficient starts from zero and needs some distance to reach the local one. If the glow density or the returning ion current matters, the local source should be replaced.

The general remedy is a hybrid model. Electrons able to ionize are followed kinetically, by Monte Carlo or by a beam calculation, through the field supplied by the fluid model. The fluid model keeps the ions and slow electrons and receives the ionization source. Secondaries born in the fall must be followed too. Since the source alters the space charge and hence the field, the two parts are iterated until they agree. The field here was fixed, so the numbers above measure the error of the source and not that of a self-consistent discharge.

A cheaper remedy is to carry the energy flux H as a fluid variable, together with the delayed flux Γ_a. For forward motion and linear loss these equations are equivalent to following every electron; the two calculations were tested against each other and agree within 0.3% at the edge.

An equation for the mean electron energy also carries memory, but a mean does not fix the ionization rate once there is a threshold. Suppose the mean energy is 15 eV. If every electron has 15 eV, nothing is ionized. If a tenth have 150 eV and the others none, the coefficient is 0.1 × 135/(λW) = 1.5×10⁻⁷ per angstrom. The same mean energy thus allows very different ionization rates. In the glow, where electrons still able to ionize mix with slow ones that are not, such a closure needs a kinetic check.

Two audits apply to a replacement with continuous energy loss and constant W. The energy taken from the field must equal W times the number of ions plus the energy left in the electrons. The ions made in a field-free glow must equal the excess energy entering it divided by W. Both hold here within the numerical tolerance. In a Monte Carlo calculation with discrete losses, the first audit must use the energy actually lost in collisions. The second should then not be used as a strict test: an electron just above threshold can still make a whole ion, although its excess energy is far below W. The ion number can therefore exceed the excess energy divided by W, and noticeably so when many electrons enter the glow with little excess energy. In a real gas, scattering turns electrons away from the forward direction, so they reach a smaller depth than their path length, and W varies with energy. These effects change how many ions lie where, and they call for actual cross sections. The values behind the figures quoted here are collected in the numerical output.

Computed values

```
fall voltage times charge V = 400 eV, width d = 1.00e+07 angstrom
relaxation length = 3.00e+06 angstrom, I = 15 eV, W = 30 eV
force at cathode F0 = 8.00e-05 eV/angstrom
first threshold point x1 = 1.893e+05 angstrom
local ions made before x1 = 0.147
cathode electron at edge: energy = 75.3 eV = 2.77 hartree
  of which above threshold = 60.3 eV
uniform field F0/2: alpha formula = 4.6650e-07 per angstrom
uniform field F0/2: followed growth = 4.6650e-07 per angstrom
x (angstrom); then in 1e-7 per angstrom: alpha local, S/G beam, S local, S beam
  5.00e+05     7.064     2.436    10.116     2.534
  1.00e+06     6.829     4.898    13.839     6.166
  3.00e+06     5.818     6.059    41.843    25.358
  5.00e+06     4.665     5.060    95.988    64.697
  7.00e+06     3.283     3.853   150.301   120.501
  9.00e+06     1.428     2.434   106.020   143.337
  1.00e+07     0.000     1.638     0.000   118.304
  1.30e+07     0.000     0.460     0.000    43.522
beam coefficient overtakes local at x = 2.18e+06 angstrom
ions per emitted electron, local: fall = 79.18, glow = 0.00
ions per emitted electron, beam: fall = 71.21, glow = 35.49, total = 106.70
excess energy flux at edge H(d) = 1064.7 eV per emitted electron
beam fraction of ions made in glow = 0.333
peak of S: local 7.50e+06, beam 8.60e+06 angstrom
mean ion position: local 6.341e+06, beam 9.040e+06 angstrom
mean displacement = 2.699e+06 angstrom = 5.100e+06 bohr
relaxation length (angstrom) and glow fraction:
  1.0e+05  0.00182
  3.0e+05  0.01493
  1.0e+06  0.10587
  3.0e+06  0.33263
I=0 edge flux: followed 131.077, Airy 131.088
I=0 gradient test, relaxation length 3.0e+05 angstrom, x = d/2:
  local 1.0208e-06, corrected 1.0515e-06, followed 1.0507e-06 per angstrom
peaked loss: u at maximum = 100 eV, maximum loss = 1.67e-05 eV/angstrom
peaked loss: cathode electron at edge = 276.9 eV
peaked loss: ions in fall = 22.79, glow = 27.17, glow fraction = 0.544
```
